**Gaussian activation energies in hydrogen passivation: numerical tests**

The program tests the surviving fraction S(t) = ⟨exp(−kt)⟩ for rates k = A exp(−E/kT), with E Gaussian of mean E₀ and standard deviation σ. With s = σ/kT, q = exp(s²) and mean rate K = A exp(−E₀/kT + s²/2), the early-time result is ln S = −Kt + (q−1)(Kt)²/2 − (q−1)²(q+2)(Kt)³/6 + (q−1)³(q³+3q²+6q+6)(Kt)⁴/24 + O(t⁵). It asserts that energy quadrature agrees with an independent integral for S and with the moment formula, and that a symbolic logarithm reproduces the four cumulants. It also asserts the alternating error bounds at 10 s, the survivor-average identities against finite differences, and the late-time bounds at three very large values of ln(k_m t), where k_m is the median rate. For E₀ = 1.5 eV, σ = 0.05 eV, A = 10¹⁰ s⁻¹ and T = 600 K, the apparent initial activation energy is 1.452 eV. The output shows the local stretching exponent falling from 0.973 at 10 s to 0.434 at 10,000 s. The four-term cumulant sum is accurate at 10 s but fails at 100 s, as expected of a divergent asymptotic series.

## Numerical check

```python
"""
Passivation of interface defects with Gaussian activation energies.
Result under test: the surviving (unpassivated) fraction
    S(t) = < exp(-k t) >,  k = A exp(-E/kT),  E Gaussian (mean E0, width sigma)
has the asymptotic early-time expansion
    ln S = -x + (q-1)x^2/2 - (q-1)^2(q+2)x^3/6
           + (q-1)^3(q^3+3q^2+6q+6)x^4/24 + ...,   x = K t,
with s = sigma/kT, q = exp(s^2), K = A exp(-E0/kT + s^2/2).
A is the constant prefactor including the H2 concentration.
The local stretching exponent is beta = d ln(-ln S) / d ln t.
Energies are in eV, times in s.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import log_ndtr, logsumexp, ndtr

E0, sigma, A, T = 1.5, 0.05, 1.0e10, 600.0
kB = constants.k / constants.e
kT = kB * T
s = sigma / kT
q = math.exp(s**2)
k_median = A * math.exp(-E0 / kT)
K = k_median * math.exp(s**2 / 2)


def energy_average(function):
    """Average over the Gaussian by quadrature in the energy itself."""
    def integrand(E):
        weight = math.exp(-(E - E0)**2 / (2 * sigma**2))
        return weight * function(E) / (sigma * math.sqrt(2 * math.pi))
    return quad(integrand, E0 - 14 * sigma, E0 + 14 * sigma,
                points=[E0 - 4 * sigma, E0, E0 + 4 * sigma],
                epsabs=1e-14, epsrel=1e-11, limit=400)[0]


def survival_quad(t):
    return energy_average(lambda E: math.exp(-A * math.exp(-E / kT) * t))


# Uniform grid in z = (E-E0)/sigma; the sum converges very rapidly.
z = np.arange(-1400, 1401) * 0.01
gauss = np.exp(-z**2 / 2) * 0.01 / math.sqrt(2 * math.pi)
energy = E0 + sigma * z
rate = A * np.exp(-energy / kT)


def log_survival(t):
    return math.log1p(np.sum(gauss * np.expm1(-rate * t)))


def survivor_mean(values, t):
    weight = gauss * np.exp(-rate * t)
    return np.sum(weight * values) / np.sum(weight)


def beta_local(t):
    return t * survivor_mean(rate, t) / (-log_survival(t))


times = [10.0, 100.0, 400.0, 1000.0, 3000.0, 10000.0]

# Survival: energy quadrature against the exponential-variable formula.
for t in times:
    L = math.log(k_median * t)
    front = quad(lambda v: math.exp(v - math.exp(v)) * ndtr((v - L) / s),
                 -35, 5, points=[-5, 0, 2], epsabs=1e-14,
                 epsrel=1e-11, limit=400)[0]
    direct = survival_quad(t)
    assert abs(front / direct - 1) < 1e-7
    assert abs(math.exp(log_survival(t)) / direct - 1) < 1e-7

# Moments of the rate from the energy integral.
for n in range(1, 5):
    scaled = energy_average(
        lambda E: (A * math.exp(-E / kT) / k_median)**n)
    formula = (K / k_median)**n * q**(n * (n - 1) / 2)
    assert abs(scaled / formula - 1) < 1e-8

# Apparent activation energy from the temperature slope of the mean rate.
def log_mean_rate(inverse_kT):
    return math.log(energy_average(lambda E: A * math.exp(-E * inverse_kT)))


db = 1e-3 / kT
slope = (log_mean_rate(1 / kT + db) - log_mean_rate(1 / kT - db)) / (2 * db)
E_apparent = E0 - sigma**2 / kT
assert abs(-slope - E_apparent) < 1e-6

# Cumulants: symbolic logarithm of the moment series.
X, Q = sp.symbols("X Q", positive=True)
moment_sum = sum((-X)**n * Q**(n * (n - 1) // 2) / sp.factorial(n)
                 for n in range(1, 5))
log_series = sp.expand(sum((-1)**(j + 1) * moment_sum**j / sp.Integer(j)
                           for j in range(1, 5)))
cumulants = [sp.Integer(1), Q - 1, (Q - 1)**2 * (Q + 2),
             (Q - 1)**3 * (Q**3 + 3 * Q**2 + 6 * Q + 6)]
for n, c in enumerate(cumulants, start=1):
    expected = (-1)**n * c / sp.factorial(n)
    assert sp.expand(log_series.coeff(X, n) - expected) == 0
c_num = [float(c.subs(Q, q)) for c in cumulants]


def cumulant_terms(t):
    return [(-K * t)**n * c_num[n - 1] / math.factorial(n)
            for n in range(1, 5)]


# The error of each truncation must approach the next term as t -> 0.
t_small = 1e-3 / K
small_terms = cumulant_terms(t_small)
for order in range(1, 4):
    error = log_survival(t_small) - sum(small_terms[:order])
    assert abs(error / small_terms[order] - 1) < 0.03
assert abs((1 - beta_local(t_small)) / ((q - 1) * K * t_small / 2) - 1) < 0.02

# Alternating remainder bounds, and growth of the moment-series terms.
t_early = 10.0
series_terms = [(K * t_early)**n * q**(n * (n - 1) / 2) / math.factorial(n)
                for n in range(16)]
S_early = survival_quad(t_early)
for N in range(1, 11):
    partial = sum((-1)**n * series_terms[n] for n in range(N))
    signed_error = (-1)**N * (S_early - partial)
    assert 0 < signed_error < series_terms[N]
n_smallest = int(np.argmin(series_terms))
assert series_terms[15] > series_terms[12] > 1

# Kinetic identities and the local exponent against finite differences.
for t in times:
    h = 1e-3 * t
    S_minus, S_plus = survival_quad(t - h), survival_quad(t + h)
    r = survivor_mean(rate, t)
    assert abs(-math.log(S_plus / S_minus) / (2 * h) / r - 1) < 1e-5
    variance = survivor_mean((rate - r)**2, t)
    dr = (survivor_mean(rate, t + h) - survivor_mean(rate, t - h)) / (2 * h)
    assert abs(-dr / variance - 1) < 1e-4
    mean_E = survivor_mean(energy, t)
    covariance = survivor_mean((energy - mean_E) * (rate - r), t)
    dE = (survivor_mean(energy, t + h)
          - survivor_mean(energy, t - h)) / (2 * h)
    assert dE > 0 and abs(-dE / covariance - 1) < 1e-4
    beta_fd = (math.log(-math.log(S_plus)) - math.log(-math.log(S_minus))) \
        / (math.log(t + h) - math.log(t - h))
    assert abs(beta_fd - beta_local(t)) < 1e-5
    assert 0 < beta_local(t) < 1

# A single crossing with the decay of a defect at the mean energy.
scan = np.geomspace(0.1, 1e4, 200)
effective_rate = np.array([-log_survival(t) / t for t in scan])
assert np.all(np.diff(effective_rate) < 0)
t_cross = brentq(lambda t: log_survival(t) + k_median * t, 1.0, 1e4)
assert survival_quad(0.5 * t_cross) < math.exp(-k_median * 0.5 * t_cross)
assert survival_quad(2 * t_cross) > math.exp(-k_median * 2 * t_cross)


# Very late times, in logarithmic form to avoid underflow.
def H_late(L):
    y = np.arange(-L / s - 20, 20, 0.01)
    log_terms = -y**2 / 2 - np.exp(L + s * y)
    return -(logsumexp(log_terms) + math.log(0.01 / math.sqrt(2 * math.pi)))


late_L = [20.0, 100.0, 400.0]
late_ratio = []
for L in late_L:
    H = H_late(L)
    lower = -1 + log_ndtr(-L / s)
    upper = np.logaddexp(log_ndtr((3 * math.log(L) - L) / s), -L**3)
    assert lower <= -H <= upper
    late_ratio.append(H / (L**2 / (2 * s**2)))
    beta_late = (math.log(H_late(L + 0.01))
                 - math.log(H_late(L - 0.01))) / 0.02
    assert 0 < beta_late <= 2 * (1 - H_late(L - math.log(2)) / H)
assert late_ratio[0] < late_ratio[1] < late_ratio[2]
assert abs(late_ratio[2] - 1) < 0.04 and beta_late < 0.01

# Effect on the moments of removing negative activation energies.
cut_factor = {}
for n in (4, 31):
    def cut_integrand(E):
        exponent = (-n * (E - E0) / kT - (E - E0)**2 / (2 * sigma**2)
                    - n**2 * s**2 / 2)
        return math.exp(exponent) / (sigma * math.sqrt(2 * math.pi))
    center = E0 - n * sigma**2 / kT
    direct = quad(cut_integrand, max(0.0, center - 12 * sigma),
                  center + 12 * sigma, epsabs=1e-12, limit=300)[0]
    cut_factor[n] = float(ndtr(center / sigma))
    assert abs(direct - cut_factor[n]) < 1e-8

print(f"Mean activation energy E0 = {E0:.3f} eV")
print(f"Energy spread sigma = {sigma:.3f} eV")
print(f"Prefactor A = {A:.3e} 1/s")
print(f"Temperature T = {T:.1f} K")
print(f"Thermal energy kT = {kT:.6f} eV")
print(f"Reduced spread s = {s:.5f} (dimensionless)")
print(f"q = exp(s^2) = {q:.5f} (dimensionless)")
print(f"Median rate k_m = {k_median:.5e} 1/s")
print(f"Mean initial rate K = {K:.5e} 1/s")
print(f"Ratio K/k_m = {K / k_median:.5f} (dimensionless)")
print(f"Energy shift sigma^2/kT = {sigma**2 / kT:.5f} eV")
print(f"Apparent initial activation energy = {E_apparent:.5f} eV")
print(f"Same energy from temperature slope = {-slope:.5f} eV")
for n, c in enumerate(c_num, start=1):
    print(f"Cumulant {n} divided by K^{n} = {c:.5f} (dimensionless)")
print("Columns: t [s], S, exp(-k_m t), beta, survivors' mean E [eV]")
for t in times:
    print(f"{t:8.0f} {survival_quad(t):.6e} {math.exp(-k_median * t):.6e} "
          f"{beta_local(t):.5f} {survivor_mean(energy, t):.5f}")
print(f"Crossing time with exp(-k_m t) = {t_cross:.2f} s")
print(f"Survival at the crossing = {survival_quad(t_cross):.5f}")
for t in (10.0, 100.0):
    terms = cumulant_terms(t)
    print(f"K t at {t:.0f} s = {K * t:.6f} (dimensionless)")
    print(f"ln S by quadrature at {t:.0f} s = "
          f"{math.log(survival_quad(t)):.7f}")
    for order in range(1, 5):
        print(f"  order {order}: term = {terms[order - 1]:+.7f}, "
              f"sum = {sum(terms[:order]):+.7f}")
t_equal = 3 / (K * (q - 1) * (q + 2))
print(f"Time when third and second terms are equal = {t_equal:.2f} s")
print(f"Smallest moment-series term at 10 s: n = {n_smallest}, "
      f"size = {series_terms[n_smallest]:.3e}")
print(f"Moment-series term n = 12 at 10 s = {series_terms[12]:.3e}")
for L, ratio in zip(late_L, late_ratio):
    print(f"Late ratio -ln S/(L^2/2s^2) at L = {L:.0f}: {ratio:.5f}")
print(f"Local beta at L = 400: {beta_late:.6f}")
for n, factor in cut_factor.items():
    print(f"Moment factor after cutting E < 0, n = {n}: {factor:.6f}")
print(f"A t at 10 s = {A * t_early:.3e} (dimensionless)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Mean activation energy E0 = 1.500 eV
Energy spread sigma = 0.050 eV
Prefactor A = 1.000e+10 1/s
Temperature T = 600.0 K
Thermal energy kT = 0.051704 eV
Reduced spread s = 0.96704 (dimensionless)
q = exp(s^2) = 2.54765 (dimensionless)
Median rate k_m = 2.51510e-03 1/s
Mean initial rate K = 4.01444e-03 1/s
Ratio K/k_m = 1.59614 (dimensionless)
Energy shift sigma^2/kT = 0.04835 eV
Apparent initial activation energy = 1.45165 eV
Same energy from temperature slope = 1.45165 eV
Cumulant 1 divided by K^1 = 1.00000 (dimensionless)
Cumulant 2 divided by K^2 = 1.54765 (dimensionless)
Cumulant 3 divided by K^3 = 10.89267 (dimensionless)
Cumulant 4 divided by K^4 = 212.38480 (dimensionless)
Columns: t [s], S, exp(-k_m t), beta, survivors' mean E [eV]
      10 9.617533e-01 9.751627e-01 0.97280 1.50183
     100 7.210978e-01 7.776260e-01 0.84958 1.51343
     400 3.791638e-01 3.656648e-01 0.71485 1.53352
    1000 1.671855e-01 8.085516e-02 0.62212 1.55380
    3000 3.510606e-02 5.285953e-04 0.52268 1.58465
   10000 2.617891e-03 1.194201e-11 0.43416 1.62481
Crossing time with exp(-k_m t) = 350.59 s
Survival at the crossing = 0.41405
K t at 10 s = 0.040144 (dimensionless)
ln S by quadrature at 10 s = -0.0389973
  order 1: term = -0.0401444, sum = -0.0401444
  order 2: term = +0.0012471, sum = -0.0388973
  order 3: term = -0.0001175, sum = -0.0390147
  order 4: term = +0.0000230, sum = -0.0389918
K t at 100 s = 0.401444 (dimensionless)
ln S by quadrature at 100 s = -0.3269805
  order 1: term = -0.4014437, sum = -0.4014437
  order 2: term = +0.1247076, sum = -0.2767361
  order 3: term = -0.1174511, sum = -0.3941873
  order 4: term = +0.2298322, sum = -0.1643551
Time when third and second terms are equal = 106.18 s
Smallest moment-series term at 10 s: n = 6, size = 7.187e-06
Moment-series term n = 12 at 10 s = 2.336e+01
Late ratio -ln S/(L^2/2s^2) at L = 20: 0.82276
Late ratio -ln S/(L^2/2s^2) at L = 100: 0.92914
Late ratio -ln S/(L^2/2s^2) at L = 400: 0.97497
Local beta at L = 400: 0.005051
Moment factor after cutting E < 0, n = 4: 1.000000
Moment factor after cutting E < 0, n = 31: 0.508641
A t at 10 s = 1.000e+11 (dimensionless)
ALL CHECKS PASSED
```
